The silicon conduction minimum along Γ–X in an empirical pseudopotential

**Problem**

Model silicon as a crystal of the diamond structure, with the cubic lattice constant fixed at a = 5.43 Å as an input of the model. Describe its valence electrons by a local empirical pseudopotential with the form factors V3 = −0.21, V8 = 0.04 and V11 = 0.08 Ry, all other form factors zero and no spin-orbit coupling. Set up the plane-wave Hamiltonian and diagonalize it on the line Γ–X,

k = g(κ, 0, 0), g = 2π/a, 0 ≤ κ ≤ 1.

Find the position κ0 of the minimum of the lowest conduction band, the gap between it and the top of the valence band, and the effective masses there.

Hartree atomic units are used (ħ = m_e = 1, lengths in bohr, 1 Ry = 1/2 Ha). Then a = 10.26121 bohr, g = 0.612324 bohr⁻¹, and V3, V8, V11 = −0.105, 0.020, 0.040 Ha.

**The Hamiltonian**

The lattice is fcc with primitive vectors a1 = (a/2)(0,1,1), a2 = (a/2)(1,0,1), a3 = (a/2)(1,1,0) and cell volume Ω = a³/4 = 270.107 bohr³. The vectors b1 = g(−1,1,1), b2 = g(1,−1,1), b3 = g(1,1,−1) satisfy b_i·a_j = 2πδ_ij; for example b1·a1 = g(a/2)(1+1) = 2π and b1·a2 = g(a/2)(−1+1) = 0. A reciprocal vector is G = m1b1 + m2b2 + m3b3 = g(h,k,l) with

h = −m1+m2+m3, k = m1−m2+m3, l = m1+m2−m3.

Each of h, k, l differs from m1+m2+m3 by an even number, so they are all odd or all even. Conversely m1 = (k+l)/2, m2 = (h+l)/2, m3 = (h+k)/2 are integers for any such triple. The vectors fall into shells N = h²+k²+l² = 0, 3, 4, 8, 11, 12, …, which hold 1, 8, 6, 12, 24, 8, … vectors.

Put the origin midway between the two atoms of the cell, so that they sit at ±τ with τ = a(1,1,1)/8. The potential is a sum of equal spherical atomic terms v over all cells R, namely V(r) = Σ_R [v(r−R−τ) + v(r−R+τ)]. In its Fourier coefficient V(G) = (1/Ω)∫_cell V(r) e^(−iG·r) d³r, the sum over R joins the cell integrals into one integral over all space, because e^(−iG·R) = 1. Shifting the variable by ±τ gives

V(G) = (1/Ω)(e^(−iG·τ) + e^(iG·τ)) ∫ v(r) e^(−iG·r) d³r = V_N cos(G·τ),

V_N = (2/Ω) ∫ v(r) e^(−iG·r) d³r, G·τ = π(h+k+l)/4.

V_N depends on the shell alone because v is spherical. In the shell N = 4, h+k+l = ±2 and the cosine vanishes, so no V4 is needed. V0 adds a constant to all levels and is set to zero.

A Bloch state is ψ = Σ_G c(G) e^(i(k+G)·r). The operator −∇²/2 multiplies each wave by |k+G|²/2, and the potential Σ_G'' V(G'') e^(iG''·r) turns the wave G' into the wave G = G'+G''. Equating the coefficients of each wave gives Σ_G' H(G,G') c(G') = E c(G), with

H(G,G') = u[(κ+h)² + k² + l²] δ_GG' + V(G−G'), u = g²/2 = 0.187470 Ha.

The matrix is real, and symmetric because the cosine is even. Eight valence electrons per cell, two per band, fill bands 1 to 4, so the lowest conduction band is E5, the fifth eigenvalue in increasing order. The working basis is the fixed set N ≤ 59, which has 531 waves; its convergence is examined below. Energies of the full calculation are measured from E4 at Γ, where the eigenvalues are −0.46353, 0 (three times), 0.12584 (three times) and 0.14294 Ha.

**A tempting solution**

Two general properties hold for each band. The complex conjugate of a Bloch state at k is a state at −k with the same energy, so E(−k) = E(k), and relabelling the waves gives E(k+G) = E(k). Applying the first to κ = 1+δ and then adding G = g(2,0,0),

E5(1+δ) = E5(−1−δ) = E5(1−δ).

E5 is even about X. An even function has zero slope at its centre, so X is a stationary point, as Γ is. Symmetry singles out no point between them. Three diagonalizations give E5 = 0.12584, 0.05506 and 0.03486 Ha at κ = 0, 0.5 and 1, so the band falls from Γ to X. Hence the minimum is at X, κ0 = 1, and the gap is 0.03486 Ha.

**The fault**

The three numbers and the evenness are correct. The false step is the passage from evenness to zero slope. From f(δ) = f(−δ) one gets f'(0) = −f'(0) = 0 provided that f'(0) exists; the function −|δ| is even and has no such derivative. An eigenvalue numbered in increasing order is differentiable where it is isolated, but it may have a corner where it meets another. The eigenvalues at X are

−0.30622, −0.30622, −0.11045, −0.11045, 0.03486, 0.03486, 0.44554, 0.44554 Ha,

so E5 = E6 there. The pairing is forced by two symmetry operations.

*The glide M.* Let mG = (h,−k,l) and s(G) = (−1)^((h+l)/2), where h+l is even by the parity rule. Write φ = π(h+l)/4, a multiple of π/2, and β = πk/4. The structure factors of G and mG are

cos(φ ± β) = cos φ cos β ∓ sin φ sin β.

If (h+l)/2 is even, sin φ = 0 and the two are equal. If it is odd, cos φ = 0 and they are opposite. As N is unchanged,

V(mG) = s(G) V(G).

Define (Mc)(G) = s(G) c(mG). On the line Γ–X the vector k has no y component, so the kinetic term is the same for mG as for G. Also s(G−G') = s(G)s(G'), since the exponents are integers and (−1)^(−n) = (−1)^n. Therefore H(mG,mG') = s(G)s(G')H(G,G'). Renaming the summation index as mG' and using s(G)² = 1,

(MHc)(G) = s(G) Σ_G' H(mG,mG') c(mG') = Σ_G' H(G,G') s(G') c(mG') = (HMc)(G).

M commutes with H(κ) for each κ. Since m leaves h and l alone, M² = 1, and the states can be labelled M = ±1. In real space s(G) = e^(iG·t) with t = a(1,0,1)/4. The operation is a reflection of y joined to a shift by a quarter of the cube edge along x and z, and it takes the atom at τ to a(1,−1,1)/8 − t = −τ.

*The inversion I.* At X a wave has wave vector g(1+h,k,l). Its negative is g(1+h',−k,−l) with h' = −2−h, which has the parity of h. Define (Ic)(h,k,l) = c(−2−h,−k,−l), so that I² = 1. Under this map G−G' changes sign, and V is even, so the potential is unchanged. The kinetic term at κ = 1+δ becomes (1+δ−2−h)² = (1−δ+h)². Hence

I H(1+δ) I = H(1−δ).

This proves the evenness again, and shows that I commutes with H at δ = 0.

*The two anticommute.* Acting in the two orders,

(MIc)(h,k,l) = s(G) (Ic)(h,−k,l) = s(G) c(−2−h, k, −l),

(IMc)(h,k,l) = (Mc)(−2−h,−k,−l) = (−1)^((−2−h−l)/2) c(−2−h, k, −l) = −s(G) c(−2−h, k, −l).

So IM = −MI. If Hc = Ec at X and Mc = +c, then Ic has the same energy and M(Ic) = −IMc = −Ic. I maps the M = +1 part of each eigenspace one-to-one onto the M = −1 part, so each level at X has even degeneracy, whatever the values V_N. In a finite basis this holds when the set of waves is closed under M and I, as a sphere centred on X is. The levels above come from such a basis of 468 waves.

*The shape of E5 near X.* Within one sector of M the level at 0.03486 Ha is single, so it belongs to two differentiable branches E₊(κ) and E₋(κ). Since I exchanges the sectors and turns H(1+δ) into H(1−δ), E₋(1+δ) = E₊(1−δ). The branches are mirror images, with slopes +v and −v at X. E5 is the lower of the two, so with x = k_x − g,

E5 = E_X − |v||x| + O(x²).

If v ≠ 0, X is a corner at which E5 has a local maximum along the line. Symmetry does not fix v, which has to be computed.

The slope follows from the Hellmann-Feynman theorem. For a normalized, differentiable eigenvector, E = cᵀHc, and

E' = cᵀH'c + 2c'ᵀHc = cᵀH'c + 2E c'ᵀc = cᵀH'c,

because cᵀc = 1 gives c'ᵀc = 0. Just the kinetic term depends on k, and ∂/∂k_x of |k+G|²/2 is (k+G)_x, so

dE/dk_x = g Σ_G c(G)² (κ + h) = g(κ + ⟨h⟩).

Applied to the two partners at X this gives slopes ±0.10670 Ha bohr. The slope is not zero, and the minimum cannot be at X.

*When the zero-slope argument holds.* Let the atoms differ, with form factors V⁽¹⁾ at +τ and V⁽²⁾ at −τ. Then V(G) = ½[V⁽¹⁾e^(−iG·τ) + V⁽²⁾e^(iG·τ)] = V_S cos(G·τ) + iV_A sin(G·τ), with V_S = ½(V⁽¹⁾+V⁽²⁾) and V_A = ½(V⁽²⁾−V⁽¹⁾). The sine is odd in G, so now I H(1+δ) I = H(1−δ)*. A Hermitian matrix and its complex conjugate have the same eigenvalues, so the evenness survives, but I no longer commutes with H at X and the pairing proof fails. Adding V_A = 0.005 Ha on the shell N = 4 splits E5 from E6 at X by Δ = 0.01178 Ha, and the computed slope of E5 is zero.

Even then zero slope does not make X a minimum. The added term is imaginary and Hermitian, hence antisymmetric, so it has no diagonal element in the real partner states. To first order in V_A the pair is described by x²/(2m) plus a 2×2 matrix with diagonal ±vx and off-diagonal modulus Δ/2, where m is the mass of the branches. The lower root is

x²/(2m) − √(Δ²/4 + v²x²) ≈ −Δ/2 + x²[1/(2m) − v²/Δ],

which has a minimum at X if Δ > 2mv². The mean curvature of the two branches at X corresponds to m ≈ 0.81, somewhat below the mass 0.8733 found below at the minimum. Then 2mv² = 2 × 0.81 × 0.1067² ≈ 0.018 Ha, which exceeds 0.01178 Ha, so X stays a maximum along the line at that V_A. The full matrix agrees: the curvature of E5 at X is negative at V_A = 0.005 Ha and turns positive between V_A = 0.007 Ha (Δ = 0.0165 Ha) and V_A = 0.008 Ha (Δ = 0.0189 Ha).

**An estimate by hand with six waves**

Put κ = 1−δ and keep the six waves of lowest kinetic energy at X. They are G = 0 with u(1−δ)², G = (−2,0,0) with u(1+δ)², and the four waves

A = (−1,1,1), B = (−1,−1,−1), C = (−1,1,−1), F = (−1,−1,1),

each with u(2+δ²). The couplings follow from cos[π(h+k+l)/4] of the difference vector.

Among the four, A−B = (0,2,2) gives V8 cos π = −V8, and C−F = (0,2,−2) gives V8 cos 0 = +V8. The other four pairs differ by N = 4 vectors and are uncoupled, as are G = 0 and (−2,0,0). With G = 0 the index sums of A, B, C, F are 1, −3, −1, −1, so the couplings are (V3/√2)(+,−,+,+). With (−2,0,0) the differences are (1,k,l), the sums are 3, −1, 1, 1, and the couplings are (V3/√2)(−,+,+,+).

Form P = (A−B+C+F)/2 and Q = (−A+B+C+F)/2. The V8 terms send A to −V8·B, B to −V8·A, C to V8·F and F to V8·C, so P goes to V8·P and Q to V8·Q. P couples to G = 0 with 4 × ½ × V3/√2 = √2V3, and to (−2,0,0) with ½(−1−1+1+1)V3/√2 = 0. For Q the roles are exchanged. The remaining combinations (A+B)/√2 and (C−F)/√2 go to −V8 times themselves, and their couplings to both single waves cancel; they are eigenstates with energy u(2+δ²) − V8. M exchanges A with F, and B with −C, so MP = P and MQ = −Q, while s = +1 for G = 0 and s = −1 for (−2,0,0).

The block of G = 0 and P has diagonal elements e1 = u(1−δ)² and e2 = u(2+δ²) + V8 and off-diagonal element √2V3 = −0.14849 Ha. From (e1−E)(e2−E) = 2V3², its upper root is

E = (e1+e2)/2 + R, R = √(D² + 2V3²), D = (e2−e1)/2.

The block of (−2,0,0) and Q is the same with e1 replaced by u(1+δ)². In each block the polynomial (e1−E)(e2−E) − 2V3² is negative at E = e2, so one root lies below e2 and one above. The uncoupled pair lies below e2 because V8 > 0. Four levels are thus below e2, and the two upper roots are E5 and E6. Since ∂D/∂e1 = −½ and ∂R/∂D = D/R,

∂E/∂e1 = ½(1 − D/R) ≡ w, ∂E/∂e2 = 1 − w.

By the Hellmann-Feynman theorem with e1 as the parameter, w is the weight c² on the single wave. As w > 0, the block with the smaller e1 has the lower upper root, so for δ > 0 the P block, with M = +1, gives E5. The chain rule gives

dE/dδ = w·(−2u)(1−δ) + (1−w)·2uδ = 2u(δ − w).

The minimum is at δ = w(δ). At X the derivative is −2uw, negative for any V3 ≠ 0. The state is mostly P, whose kinetic energy u(2+δ²) alone would be lowest at X, and it is pushed up by repulsion from the wave G = 0. Moving toward Γ lowers e1 linearly in δ and weakens the repulsion, while the cost in e2 is quadratic. For |V3| ≪ D, expanding R gives 1 − D/R ≈ V3²/D² and δ ≈ V3²/(2D²), so in this model the minimum returns to X in the free-electron limit. For |V3| ≫ D, w and δ tend to ½.

The equation is solved by iteration, with 2V3² = 0.02205 Ha². At δ = 0,

e1 = 0.18747, e2 = 0.37494 + 0.02000 = 0.39494, D = 0.10374,

R = √(0.01076 + 0.02205) = 0.18114, w = ½(1 − 0.10374/0.18114) = 0.2137,

and E = 0.47234 Ha on the absolute scale. Feeding w back as δ gives w = 0.1522, then 0.1674, closing in from alternate sides on δ = 0.1643. There

e1 = 0.18747 × 0.8357² = 0.13093, e2 = 0.18747 × (2 + 0.1643²) + 0.02000 = 0.40000,

D = 0.13453, R = √(0.01810 + 0.02205) = 0.20037, w = ½(1 − 0.13453/0.20037) = 0.1643,

with E = 0.46584 Ha. The six-wave estimate is κ0 = 1 − 0.1643 = 0.8357.

**The full solution**

Diagonalizing the 531 × 531 matrix along the line gives, in Ha:

κ = 0.0: E4 = 0, E5 = 0.12584, E6 = 0.12584
κ = 0.3: E4 = −0.03876, E5 = 0.08705, E6 = 0.18456
κ = 0.5: E4 = −0.07216, E5 = 0.05506, E6 = 0.12814
κ = 0.7: E4 = −0.09638, E5 = 0.03507, E6 = 0.07621
κ = 0.8: E4 = −0.10417, E5 = 0.03076, E6 = 0.05748
κ = 0.85: E4 = −0.10691, E5 = 0.03015, E6 = 0.05000
κ = 0.9: E4 = −0.10888, E5 = 0.03061, E6 = 0.04375
κ = 0.95: E4 = −0.11006, E5 = 0.03217, E6 = 0.03871
κ = 1.0: E4 = −0.11045, E5 = 0.03486, E6 = 0.03486

E5 falls to κ = 0.85 and then rises to X, where E6 comes down to meet it. The three-point scan missed the dip because E5 is still above its value at X at κ = 0.7. E6 rises from Γ before it falls; a change of branch in the ordered level is the likely reading, which is a conjecture here and does not enter the result.

Between κ = 0.8 and 0.9 the level E5 is isolated, so the slope formula applies and the minimum obeys κ0 = −⟨h⟩. Solving κ + ⟨h⟩ = 0 in the bracket found by the scan gives

κ0 = 0.8537, k0 = 0.52272 bohr⁻¹,

and direct minimization of the eigenvalue gives the same κ0. The state has M = +1, as in the six-wave model. It carries weight 0.1358 on G = 0 and 0.7968 on the four waves A, B, C, F. The remaining weight 1 − 0.1358 − 0.7968 = 0.0674 lies on higher waves. Since G = 0 adds nothing to ⟨h⟩ and the four waves add −0.7968, the higher waves supply −0.8537 + 0.7968 = −0.0569.

The gap of the model is indirect:

E_gap = E5(κ0) − E4(Γ) = 0.030143 Ha = 0.820 eV.

The level at X lies 0.004719 Ha = 0.128 eV above the minimum, so the tempting solution overstates the gap by 0.004719/0.030143 ≈ 16 % of the correct model value. It also miscounts the valleys. H is unchanged by a permutation of the axes, since N and h+k+l are, and E(−k) = E(k), so there are six equivalent minima, on ±x, ±y and ±z. Minima at X would number three, because X and −X differ by g(2,0,0).

That this is the fundamental gap needs E4 to be highest at Γ and E5 lowest at κ0 over the whole zone. The direct gap at Γ is 0.125844 Ha = 3.42 eV, and E5 at L = g(½,½,½) is 0.06894 Ha, both larger. On a mesh of step 0.1g with 152 points in the wedge k_x ≥ k_y ≥ k_z ≥ 0 of the zone, in the basis N ≤ 36, no point beats either extremum. This is evidence by sampling and falls short of a proof.

The six-wave position differs from the full one by 0.8537 − 0.8357 = 0.018, which is 2 % of κ0 but 12 % of the distance 0.1463 from X. Its energy is poor: 0.46584 Ha against 0.384299 + 0.030143 = 0.414442 Ha on the same absolute scale. It serves for the mechanism and the rough position.

*Effective masses.* Displace k by x along the axis α. With q_α the diagonal matrix (k+G)_α, H becomes H + x q_α + x²/2, and the slope formula reads E' = cᵀ(q_α + x)c. Differentiating Hc = Ec at x = 0 gives q_α c + Hc' = E'c + E5c'. Projecting on another eigenvector n gives ⟨n|c'⟩ = ⟨n|q_α|5⟩/(E5 − E_n), and ⟨5|c'⟩ = 0 by normalization. Then E'' = 1 + 2c'ᵀq_α c, that is

1/m_α = 1 + 2 Σ_(n≠5) ⟨n|q_α|5⟩² / (E5 − E_n).

States below E5 raise the curvature and states above lower it. The formula needs E5 to be non-degenerate, which holds at κ0 and fails at X. Off the line, the commutation proof with k_y ≠ 0 gives M H(k_x,k_y,k_z) M = H(k_x,−k_y,k_z), so E5 is even in k_y, and by the exchange of y and z it is even in k_z. Here the level is isolated, so evenness does give zero transverse slopes. It also removes the mixed second derivatives, and the exchange makes m_y = m_z. The sums give

m_l = 0.873 m_e along x, m_t = 0.184 m_e across.

Both are positive, so κ0 is a local minimum in three dimensions.

The longitudinal mass ties the numbers together. The distance from the minimum to X is g − k0 = 0.61232 − 0.52272 = 0.08960 bohr⁻¹. A parabola of mass 0.8733 has there the slope 0.08960/0.8733 = 0.1026 Ha bohr and the height 0.08960²/(2 × 0.8733) = 0.00460 Ha. These are 4 % below the computed slope 0.10670 and 3 % below the computed height 0.004719, so the M = +1 branch is close to one parabola from κ0 to X and passes through X still rising.

*Convergence.* Enlarging the basis at fixed k cannot raise a level. Pad the n lowest eigenvectors of the small matrix with zeros. Each normalized vector in their span has expectation value at most E_n(small). The span has dimension n, so it contains a normalized vector orthogonal to the n−1 lowest eigenvectors of the large matrix, and the expectation value of that vector is at least E_n(large). Hence E_n(large) ≤ E_n(small). The gap is a difference of two such upper bounds and κ0 is a position, so neither is bounded in this way, and both are checked directly:

N ≤ 11, 51 waves: κ0 = 0.8523, gap 0.039909 Ha
N ≤ 20, 113 waves: κ0 = 0.8527, gap 0.030266 Ha
N ≤ 36, 259 waves: κ0 = 0.8537, gap 0.030146 Ha
N ≤ 59, 531 waves: κ0 = 0.8537, gap 0.030143 Ha
N ≤ 76, 725 waves: κ0 = 0.8537, gap 0.030143 Ha

With 51 waves κ0 is within 0.0014 of the final value, while the gap is still 0.0098 Ha too large, about a third of the converged gap. The last two rows agree in all printed digits. A fixed set centred on Γ is not closed under I, so it need not pair the levels at X; with 531 waves it gives 0.03486 Ha for both E5 and E6, the value found in the basis centred on X.

*What the digits mean.* Four figures identify the solution of this matrix problem and allow a calculation to be compared. With the form factors taken as exact, the rounded results are κ0 ≈ 0.85, a gap of 0.82 eV, m_l ≈ 0.87 and m_t ≈ 0.18. The form factors carry only one or two significant figures. In the full calculation, adding 0.005 Ry to V3, V8 or V11 in turn changes the gap by about −0.12, +0.04 and +0.13 eV, mostly through the valence top at Γ. On the absolute scale with V0 = 0 the top moves by 0.002 to 0.005 Ha, while E5 at the minimum moves by no more than 0.0005 Ha, and κ0 moves by no more than 0.003. The second digit of the gap should therefore not be read as fixed by them. The measured gap of silicon is roughly 1.1 eV; since the basis is converged, the shortfall belongs to the model potential with these form factors; whether it comes from their values or from the local three-parameter form was not examined. The pairing at X does not depend on the values V_N, as it used the parity rule and the structure factor of two equal spherical atoms alone. It was proved without spin-orbit coupling, and the proof fails when the two atoms differ; in the example computed above E5 and E6 then split, which does not imply that every pair at X splits.

The numerical check asserts the structure factor against a Fourier transform of a real-space lattice sum, the spectrum against an eight-atom cubic cell, the algebra of M and I, the pairing at X, the slopes and masses against finite differences, and both minima against direct minimization.

Computed values

```
a = 10.26121 bohr, cell volume = 270.107 bohr^3
g = 0.612324 1/bohr, u = 0.187470 Ha
V3, V8, V11 = -0.1050 0.0200 0.0400 Ha
shell N:count = 0:1 3:8 4:6 8:12 11:24 12:8 16:6 19:24 20:24
basis N<=59: 531 waves; valence top = 0.384299 Ha (zero below)
Gamma 1-8 (Ha): -0.46353 -0.00000 0.00000 0.00000 0.12584 0.12584 0.12584 0.14294
L 1-8 (Ha): -0.37615 -0.27069 -0.04604 -0.04604 0.06894 0.14635 0.14635 0.29309
kappa = 0.000: E4, E5, E6 = -0.00000 0.12584 0.12584 Ha
kappa = 0.100: E4, E5, E6 = -0.00621 0.11963 0.13456 Ha
kappa = 0.200: E4, E5, E6 = -0.02101 0.10476 0.15684 Ha
kappa = 0.300: E4, E5, E6 = -0.03876 0.08705 0.18456 Ha
kappa = 0.400: E4, E5, E6 = -0.05630 0.06993 0.15912 Ha
kappa = 0.500: E4, E5, E6 = -0.07216 0.05506 0.12814 Ha
kappa = 0.600: E4, E5, E6 = -0.08564 0.04328 0.09991 Ha
kappa = 0.700: E4, E5, E6 = -0.09638 0.03507 0.07621 Ha
kappa = 0.750: E4, E5, E6 = -0.10065 0.03241 0.06622 Ha
kappa = 0.800: E4, E5, E6 = -0.10417 0.03076 0.05748 Ha
kappa = 0.850: E4, E5, E6 = -0.10691 0.03015 0.05000 Ha
kappa = 0.900: E4, E5, E6 = -0.10888 0.03061 0.04375 Ha
kappa = 0.950: E4, E5, E6 = -0.11006 0.03217 0.03871 Ha
kappa = 1.000: E4, E5, E6 = -0.11045 0.03486 0.03486 Ha
dE5/dk at kappa=0.7: formula -0.103005, difference -0.103005 Ha bohr
kappa0 = 0.8537 (root), 0.8537 (direct); k0 = 0.52272 1/bohr
indirect gap = 0.030143 Ha = 0.8202 eV
direct gap at Gamma = 0.125844 Ha = 3.4244 eV
weights: G=0 0.1358, four (-1,+-1,+-1) 0.7968
glide eigenvalue = 1.0000, <h> = -0.8537
m_l = 0.8733 m_e (k.p), 0.8733 m_e (difference)
m_t = 0.1844 m_e (k.p), 0.1844 m_e (difference)
X basis 468 waves; X 1-8 (Ha): -0.30622 -0.30622 -0.11045 -0.11045 0.03486 0.03486 0.44554 0.44554
slopes at X = -0.10670, 0.10670 Ha bohr
E5(X) - E5(kappa0) = 0.004719 Ha = 0.1284 eV
with VA4 = 0.005 Ha: X splitting 0.01178 Ha, |slope| 0.00000 Ha bohr
six-wave coupling sqrt2*V3 = -0.14849 Ha
delta 0.0000: e1 0.18747 e2 0.39494 D 0.10374 R 0.18114 Ha, w 0.2137, E 0.47234 Ha
delta 0.2137: e1 0.11592 e2 0.40350 D 0.14379 R 0.20670 Ha, w 0.1522, E 0.46641 Ha
delta 0.1522: e1 0.13475 e2 0.39928 D 0.13226 R 0.19886 Ha, w 0.1674, E 0.46587 Ha
delta 0.1643: e1 0.13093 e2 0.40000 D 0.13453 R 0.20037 Ha, w 0.1643, E 0.46584 Ha
six-wave kappa0 = 0.8357
N<=11: 51 waves, kappa0 = 0.8523, gap = 0.039909 Ha
N<=20: 113 waves, kappa0 = 0.8527, gap = 0.030266 Ha
N<=36: 259 waves, kappa0 = 0.8537, gap = 0.030146 Ha
wedge mesh (step 0.1 g, N<=36): 152 points, none beats these extrema
N<=59: 531 waves, kappa0 = 0.8537, gap = 0.030143 Ha
N<=76: 725 waves, kappa0 = 0.8537, gap = 0.030143 Ha
```
